# The Linear Jahn-Teller Surface and Its Ring of Minima

## Result

An orbital doublet with states $|x\rangle,|y\rangle$ sits on a defect site of symmetry $C_{3v}$. It couples to two degenerate lattice modes, written in polar form as $(Q_x,Q_y)=\rho(\cos\phi,\sin\phi)$. With the coupling kept to first order in displacement, and with harmonic springs,

$$H(Q)=\tfrac12K\rho^2\,\mathbb 1+F\,(Q_x\sigma_z-Q_y\sigma_x),\qquad E_\pm=\tfrac12K\rho^2\pm|F|\rho .$$

The lower sheet is lowest on a circle:

$$\rho_0=\frac{|F|}{K},\qquad E_-(\rho_0)=-E_{JT},\qquad E_{JT}=\frac{F^2}{2K}.$$

Here $K=M\omega^2$ is the stiffness, $M$ the mode mass and $F$ the coupling constant. The Pauli matrices act on $(|x\rangle,|y\rangle)$, and energy is measured from the undistorted site. Spin-orbit coupling is omitted, other electronic levels are taken to be distant, and one mode pair stands for the whole lattice.

## One mode first

Freeze $Q_y=0$ and let $Q_x$ shift the two orbitals oppositely. The matrix is diagonal, with energies $\tfrac12KQ_x^2\pm FQ_x$. Completing the square gives

$$\tfrac12KQ_x^2\pm FQ_x=\tfrac12K\left(Q_x\pm\frac FK\right)^2-\frac{F^2}{2K}.$$

These are two displaced parabolas, with minima at $Q_x=\mp F/K$. The energy gained from the coupling is linear in displacement and the elastic cost quadratic, so any nonzero $F$ makes the symmetric point unstable. For $F\to0$ the minima merge at the origin, as they should.

With one mode, the straight path between the minima crosses the origin and costs $E_{JT}$. The second mode offers a way round.

## Two modes: what symmetry permits

Transforming the lattice and the orbitals together must leave the physics unchanged. If $D$ is a rotation by $\theta=120^\circ$ or the mirror $y\to-y$, then

$$D\,H(Q)\,D^T=H(DQ).$$

A Hermitian $2\times2$ matrix is a real combination of $\mathbb 1,\sigma_x,\sigma_y,\sigma_z$, so two coordinates give eight possible linear coefficients.

The matrices $\mathbb 1$ and $\sigma_y$ are unchanged by the rotation. Their coefficients would have to be linear forms $c\cdot Q$ with $c\cdot DQ=c\cdot Q$ for every $Q$. That requires a vector $c$ fixed by a $120^\circ$ rotation, hence $c=0$.

For the other two, define

$$\tau(a)=\cos a\,\sigma_z+\sin a\,\sigma_x=2nn^T-\mathbb 1,\qquad n=\begin{pmatrix}\cos(a/2)\\ \sin(a/2)\end{pmatrix}.$$

The rotation turns $n$ by $\theta$, so $a\to a+2\theta$. Let $(v_z,v_x)^T=AQ$ be the coefficients of $\sigma_z$ and $\sigma_x$. With $R(\theta)$ the rotation matrix, invariance demands $R(2\theta)A=AR(\theta)$. Since $3\theta=360^\circ$, $R(2\theta)=R(-\theta)$, and therefore

$$R(-\theta)A=AR(\theta).$$

Any real $A$ is a part that commutes with rotations plus a part of the form $\begin{pmatrix}p&q\\q&-p\end{pmatrix}$. Multiplication by a rotation keeps the two kinds separate. The commuting part would need $A[R(\theta)-R(-\theta)]=0$. The bracket is invertible because $\sin\theta\ne0$, so this part vanishes. The other part satisfies the condition for any $p,q$.

The mirror changes the sign of $v_x$ and $Q_y$, which removes $q$. With $p=F$, $v_z=FQ_x$ and $v_x=-FQ_y$, as stated. A numerical solution of the invariance conditions finds two allowed constants for the rotation alone and one for full $C_{3v}$.

## From the matrix to the ring

The coupling matrix is $V=F\rho\,\tau(-\phi)$. Because $\sigma_z\sigma_x+\sigma_x\sigma_z=0$,

$$V^2=F^2(Q_x^2+Q_y^2)\mathbb 1=F^2\rho^2\,\mathbb 1 .$$

$V$ has zero trace, so its eigenvalues are $\pm|F|\rho$. Adding the elastic energy gives $E_\pm$. For the lower sheet,

$$E_-=\tfrac12K\rho^2-|F|\rho=\tfrac12K(\rho-\rho_0)^2-E_{JT}.$$

The square vanishes on the whole circle $\rho=\rho_0$, which proves both the minimum and its degeneracy. The radial curvature is $K$; the tangential curvature is zero, because $E_-$ does not depend on $\phi$. On the ring the upper sheet lies at $\tfrac12K\rho_0^2+|F|\rho_0=E_{JT}+2E_{JT}=3E_{JT}$, so the vertical gap is $4E_{JT}$.

Setting $Q_y=0$ recovers the two parabolas: their minima are opposite points of the ring. Near the origin $E_\pm\approx\pm|F|\rho$, a double cone whose apex is the symmetric point. In the linear model a distortion can turn through every angle at constant energy, so $E_{JT}$ is not an activation energy for reorientation.

## A microscopic value for $F$

Take three dangling orbitals at the corners of a triangle of side $d$. The unit vectors $\hat r_i$ from the centre point at $0^\circ,120^\circ,240^\circ$, and $R=d/\sqrt3$ is the distance from centre to corner. The hopping element is $-t_0e^{-\kappa(r-d)}$ for bond length $r$. The symmetric state has energy $-2t_0$. The doublet, at $+t_0$, is

$$|x\rangle=\sqrt{\tfrac23}\,(1,-\tfrac12,-\tfrac12),\qquad |y\rangle=\sqrt{\tfrac23}\,(0,\tfrac{\sqrt3}2,-\tfrac{\sqrt3}2).$$

The mode displaces the atoms by

$$u_i=\frac1{\sqrt3}T\hat r_i,\qquad T=\begin{pmatrix}Q_x&-Q_y\\-Q_y&-Q_x\end{pmatrix}.$$

Since $T^2=\rho^2\mathbb 1$, $\sum_i|u_i|^2=\rho^2$, and the mode mass equals the atomic mass. For a bond with unit vector $\hat b$ at angle $\beta$, $\hat r_i-\hat r_j=\sqrt3\,\hat b$, so the relative displacement is $T\hat b$. To first order the bond length changes by

$$\hat b\cdot T\hat b=\rho\cos\chi,\qquad \chi=2\beta+\phi .$$

The hopping element changes by $+t_0\kappa\rho\cos\chi$. Bonds 13, 23 and 12 have $\beta=30^\circ,90^\circ,150^\circ$. At $\phi=0$ their cosines are $\tfrac12,-1,\tfrac12$. Each bond enters the expectation value twice, hence

$$\langle x|\delta H|x\rangle=\tfrac43t_0\kappa\rho\left[-\tfrac12\cdot\tfrac12+\tfrac14(-1)-\tfrac12\cdot\tfrac12\right]=-t_0\kappa\rho .$$

Thus $F=-t_0\kappa$. If hopping did not depend on distance, $\kappa=0$ and the ring would shrink to a point. The sign of $F$ leaves the linear surface unchanged.

## Numbers for the surface

Round parameters are $M=12$ u, $\hbar\omega=70$ meV, $t_0=1$ eV, $\kappa=11$ nm$^{-1}$ and $d=0.25$ nm. Then $\omega=1.0635\times10^{14}$ rad/s and $K=M\omega^2=1406.6$ eV/nm$^2$. With $|F|=11$ eV/nm,

$$\rho_0=\frac{11}{1406.6}=0.00782\ \text{nm},\qquad E_{JT}=\frac{11^2}{2(1406.6)}=0.0430\ \text{eV}=43.0\ \text{meV}.$$

Each atom moves $\rho_0/\sqrt3=0.0045$ nm. The vertical gap is 172 meV. At half the ring radius the lower sheet is at $-32.3$ meV, three quarters of its full depth, as $(\tfrac12)^2-2(\tfrac12)=-\tfrac34$ requires.

## Quantizing motion around the ring

For $F>0$ the lower electronic state is

$$c(\phi)=\begin{pmatrix}\sin(\phi/2)\\ \cos(\phi/2)\end{pmatrix},\qquad c(\phi+2\pi)=-c(\phi).$$

For $F<0$ the perpendicular vector takes its place, with the same half-angle. The sign changes on a loop around the origin. On a tested loop beside the origin it does not.

The total wave function is single-valued, so the nuclear factor must also change sign. Write

$$\Psi=\rho^{-1/2}u(\rho)e^{ij\phi}c(\phi),\qquad j=\pm\tfrac12,\pm\tfrac32,\ldots$$

Now project the kinetic energy on $c$, neglecting transitions to the upper sheet. Since $c\cdot c'=0$ and $c\cdot c''=-\tfrac14$, the angular part gives $\hbar^2(j^2+\tfrac14)/(2M\rho^2)$. The factor $\rho^{-1/2}$ contributes $-\hbar^2/(8M\rho^2)$, which cancels the quarter:

$$-\frac{\hbar^2}{2M}u''+\left[\frac{\hbar^2j^2}{2M\rho^2}+E_-(\rho)\right]u=Eu .$$

If $E_{JT}\gg\hbar\omega$, $\rho$ stays near $\rho_0$ and the lowest levels are

$$E_j\approx-E_{JT}+\tfrac12\hbar\omega+Bj^2,\qquad B=\frac{\hbar^2}{2M\rho_0^2}=\frac{(\hbar\omega)^2}{4E_{JT}},$$

where $E_{JT}=\tfrac12M\omega^2\rho_0^2$ was used. The first gap is $B(\tfrac94-\tfrac14)=2B$.

The leading correction comes from radial spread. With $s^2=\hbar/(2M\omega)$, averaging $1/\rho^2$ multiplies $B$ by $1+3s^2/\rho_0^2=1+3\hbar\omega/(4E_{JT})$. This predicts corrections of 15% and 7.5% at $E_{JT}=5\hbar\omega$ and $10\hbar\omega$. Diagonalization of the full two-sheet problem differs from $2B$ by 14.5% and 7.6%, relative to $2B$.

In the opposite limit, $E_{JT}\ll\hbar\omega$, use second-order perturbation theory. Each mode lowers the ground level by

$$\frac{F^2|\langle1|Q|0\rangle|^2}{\hbar\omega}=\frac{F^2}{\hbar\omega}\,\frac{\hbar}{2M\omega}=\frac{F^2}{2K}=E_{JT}.$$

The modes excite different phonons, so their contributions add to $2E_{JT}$. At $E_{JT}=0.001\hbar\omega$, diagonalization agrees within 2%.

The example lies between the limits: $E_{JT}/\hbar\omega=0.61$. The harmonic width that the rotor expansion assumes, $s=0.0050$ nm, is 64% of $\rho_0$; the actual ground state has mean radius $1.28\rho_0$ and a radial spread of 55% of $\rho_0$. The first gap is 39.7 meV, against a rotor estimate of 57.0 meV. The leading correction would be $3/(4\times0.614)=1.22$, which is not small and has the wrong sign here, so the expansion is unusable. The ground level falls by 63.9 meV, compared with the weak-coupling value $2E_{JT}=86$ meV. The ring remains a correct feature of the potential, but the nuclei are not confined to a narrow trough around it.

## Beyond linear coupling: three wells

Symmetry also permits $S\rho^2\mathbb 1$ and $G\rho^2\tau(2\phi)$. The latter passes because $2(\phi+\theta)=2\phi+2\theta$, and the mirror reverses both angles.

The triangle supplies both constants. To second order,

$$r-d=\rho\cos\chi+\frac{\rho^2\sin^2\chi}{2d},$$

so the second-order change of a hopping element is

$$\rho^2\left[\frac{t_0\kappa}{2d}\sin^2\chi-\frac{t_0\kappa^2}{2}\cos^2\chi\right].$$

At $\phi=0$, bonds 12 and 13 share the value $a=\rho^2(3t_0\kappa/8d-t_0\kappa^2/8)$, and bond 23 has $b=-t_0\kappa^2\rho^2/2$. The direct energy shifts are

$$\delta E_x=\tfrac43\left(-a+\tfrac b4\right)=-\frac{t_0\kappa}{2d}\rho^2,\qquad \delta E_y=-b=\frac{t_0\kappa^2}{2}\rho^2 .$$

The linear distortion also mixes $|x\rangle$ with the symmetric state $3t_0$ below. Acting on $|x\rangle$, it gives $\sqrt{2/3}\,t_0\kappa\rho\,(-\tfrac12,1,1)$. The overlap with $(1,1,1)/\sqrt3$ is $t_0\kappa\rho/\sqrt2$. Level repulsion raises $|x\rangle$ by $(t_0\kappa\rho)^2/(2\cdot3t_0)=t_0\kappa^2\rho^2/6$; the mirror forbids this for $|y\rangle$. Half the sum and half the difference of the total shifts are

$$S=\frac{t_0\kappa^2}{3}-\frac{t_0\kappa}{4d},\qquad G=-\frac{t_0\kappa^2}{6}-\frac{t_0\kappa}{4d}.$$

Numerically $S=29.3$ and $|G|=20.2+11.0=31.2$ eV/nm$^2$.

The squared length of the coupling vector is now

$$F^2\rho^2+G^2\rho^4+2FG\rho^3\cos3\phi .$$

Here $FG>0$, so the wells lie at $\cos3\phi=1$ and the saddles at $\cos3\phi=-1$. With $K'=K+2S$, $K'>2|G|$ and $|G|\rho<|F|$, the radial profiles are $\tfrac12(K'\mp2|G|)\rho^2-|F|\rho$. Their minima are $-F^2/[2(K'\mp2|G|)]$, and the barrier is

$$\Delta=\frac{F^2}{2}\left[\frac1{K'-2|G|}-\frac1{K'+2|G|}\right]=\frac{2|G|F^2}{K'^2-4G^2}.$$

It vanishes with $G$, restoring the ring. The formula gives 3.5 meV; the triangle with its full hopping law gives 3.3 meV. The difference comes from terms beyond second order.

Adding $G$, but not $S$, to the quantum problem splits the first excited pair by 6.3 meV and lowers the first gap to 36.6 meV. The gap stays far from zero, so the low states are not three wells joined by weak tunnelling.

Anharmonic springs compete with this warping. Let three bonds have Morse energies $D(1-e^{-\alpha\delta})^2$ with $\delta=\rho\cos\chi$. Their quadratic part must equal $\tfrac12K\rho^2$. Since $\sum\cos^2\chi=\tfrac32$, $D\alpha^2=K/3$. The cubic part is $-D\alpha^3\sum\delta^3$, and $\sum\cos^3\chi=-\tfrac34\cos3\phi$, giving $+\tfrac14K\alpha\rho^3\cos3\phi$. On the ring its full variation is $\tfrac12K\alpha\rho_0^3=E_{JT}\alpha\rho_0$. For a rough $\alpha=20$ nm$^{-1}$ the complete Morse energy varies by 6.8 meV.

This term is highest where the electronic warping is lowest. At the fixed radius $\rho_0$ the electronic warping varies by $2|G|\rho_0^2=3.8$ meV to second order, so the two together leave about 3 meV, with wells and saddles exchanged. This estimate takes the spring stretch only to first order in $\rho$. Keeping the second-order bond length, as was done for the hopping, replaces $\alpha$ by $\alpha+1/d$ in the cubic term and leaves between 4 and 5 meV at the same fixed radius, with the same exchange. Letting the radius relax reduces this to slightly below 4 meV. The linear ring is therefore more secure in this model than the position of its weak wells.

## Field, strain and the real defect

An in-plane field $\mathcal E$ along $x$ gives site energies of magnitude $e\mathcal ER\cos\alpha_i$, where $\alpha_i$ is the corner angle. In the doublet, $\tfrac23R\sum\cos^3\alpha_i=R/2$ for $|x\rangle$ and $-R/2$ for $|y\rangle$. The added matrix is $W\sigma_z$ with $|W|=e\mathcal ER/2$. Along the two opposite $x$ directions the trough lies at $-E_{JT}\pm|W|$, so its tilt is

$$2|W|=e\mathcal ER=(0.1\ \text{V/nm})(0.1443\ \text{nm})e=14.4\ \text{meV}$$

at 1 MV/cm. This is one third of $E_{JT}$, without local-field or dielectric corrections.

A shear strain $\mathrm{diag}(\varepsilon,-\varepsilon)$ moves the springs' rest point to $Q_s=\sqrt3R\varepsilon=d\varepsilon$ along $x$. Apart from a constant, the trough energy at angle $\phi$ is $-(|F|+KQ_s\cos\phi)^2/(2K)$. The difference between opposite sides is $2|F|d\varepsilon$, or 5.5 meV at $\varepsilon=0.001$.

The parameters are meant for the rough regime of an orbital doublet at a vacancy-type colour centre in diamond, such as the excited doublet of the nitrogen-vacancy centre. There the Jahn-Teller energy is of the order of tens of meV, comparable with a phonon quantum. The hopping parameters are illustrative, and the triangle omits the response of the other electrons. At the stated field and strain the ring tilts by 14 and 5.5 meV, more than the 3.3 meV electronic barrier of this model. The tilt equals that barrier at about 0.23 MV/cm or $\varepsilon\approx6\times10^{-4}$; these are large applied values, and far below them the site is effectively $C_{3v}$. A tilt of this size makes the wells unequal without necessarily removing them: the triangle keeps three minima at $\varepsilon=\pm0.001$. The tilt belongs to the classical surface; in the linear model the vibronic ground pair splits, to first order, by only about 0.62 of it, some 9 meV at 1 MV/cm. Spin-orbit coupling and the spread over many lattice modes are not sized here.

At 300 K, $k_BT=25.9$ meV, and the linear model places 77% of the population in the ground vibronic pair. Excited vibronic levels therefore matter at room temperature, and a classical hopping rate over a 3 meV barrier would be a poor description. The numerical output below lists the main computed values.

## Computed results

```
mass M = 12.0 u
mode quantum = 70.0 meV
hopping t0 = 1.00 eV
hopping decay kappa = 11.0 1/nm
triangle side d = 0.250 nm
center-to-corner distance R = 0.1443 nm
couplings allowed by rotation only = 2
couplings allowed by full C3v = 1
angular frequency = 1.0635e+14 rad/s
stiffness K = 1406.6 eV/nm^2
linear coupling |F| = 11.00 eV/nm
ring radius rho0 = 0.00782 nm
shift of each atom on ring = 0.00451 nm
Jahn-Teller energy = 43.01 meV
vertical gap on ring = 172.04 meV
rho/rho0 = 0.0: E- = 0.00, E+ = 0.00 meV
rho/rho0 = 0.5: E- = -32.26, E+ = 53.76 meV
rho/rho0 = 1.0: E- = -43.01, E+ = 129.03 meV
rho/rho0 = 1.5: E- = -32.26, E+ = 225.80 meV
rho/rho0 = 2.0: E- = 0.00, E+ = 344.08 meV
radial curvature / K = 1.00000
tangential curvature / K = 4.1e-07
state sign, loop around origin = -1
state sign, loop beside origin = +1
E_JT / mode quantum = 0.614
zero-point rms width = 0.00499 nm
width / rho0 = 0.638
rotor error at E_JT = 5 quanta = 14.5 %
rotor error at E_JT = 10 quanta = 7.6 %
ground-level lowering = 63.86 meV
first vibronic gap, linear model = 39.71 meV
first gap, slow-rotor estimate = 56.96 meV
quadratic coupling |G| = 31.17 eV/nm^2
isotropic term S = 29.33 eV/nm^2
|G|/K = 0.0222
well depth, full triangle = 42.99 meV
warping barrier, full triangle = 3.30 meV
warping barrier, formula = 3.52 meV
first gap with warping = 36.56 meV
next-pair splitting = 6.30 meV
Morse range parameter = 20.0 1/nm
bond-anharmonic variation = 6.78 meV
electric field = 1.00 MV/cm
trough tilt by field = 14.43 meV
shear strain = 1.0e-03
trough tilt by strain = 5.50 meV
temperature = 300 K
thermal energy kT = 25.85 meV
share in ground vibronic pair = 0.770
```
